# Spin-orbit splitting of d resonances in a heavy-atom muffin-tin potential: test program

```python
"""
Result under test: for d resonances (phase shift = pi/2) of a muffin-tin
potential in the Dirac equation,
    E(d5/2) - E(d3/2) = integral of xi(lam) d(lam) from -3/2 to 1
                      = (5/2) xi(0) + second-order terms,
where lam is the value of l.s and xi(lam) = dE/d(lam) is the mean of
    xi(r) = V'(r) / (2 M^2 c^2 r),   M = 1 + (E - V)/(2 c^2),
normalised with the sphere integral plus a surface (tail) term.
Hartree atomic units; E is measured from the muffin-tin zero.
P is the large radial component, Q = (P' - P/r)/(2 c M).
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp, simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn, spherical_yn

c = 1.0 / constants.fine_structure
EV = constants.physical_constants["Hartree energy in eV"][0]
Z, R, TARGET = 80.0, 2.5, 0.20
LL = 6.0                      # l(l+1) for l = 2
E_LOW, E_HIGH = 0.01, 0.40    # search window for the resonance

STEPS = 3000
x_mesh = np.linspace(math.log(1e-5), math.log(R), STEPS + 1)
r_mesh = np.exp(x_mesh)
h = x_mesh[1] - x_mesh[0]
x_mid = 0.5 * (x_mesh[1:] + x_mesh[:-1])
r_g1 = np.exp(x_mid - h * math.sqrt(3) / 6)
r_g2 = np.exp(x_mid + h * math.sqrt(3) / 6)


def atom(r, a):
    return -(1 + (Z - 1) / (1 + r / a) ** 2) / r


def potential(r, a):
    return atom(r, a) - atom(R, a)


def gradient(r, a):
    u = 1 + r / a
    return (1 + (Z - 1) / u**2) / r**2 + 2 * (Z - 1) / (a * u**3 * r)


def mass_and_xi(r, E, a):
    M = 1 + (E - potential(r, a)) / (2 * c * c)
    return M, gradient(r, a) / (2 * c * c * M * M * r)


def coefficients(r, E, lam, a):
    M, xi = mass_and_xi(r, E, a)
    upper = 2 * c * M * r
    lower = LL / upper - r * (E - potential(r, a) - lam * xi) / c
    return upper, lower


def integrate(E, lam, a):
    """Regular solution on the logarithmic mesh, fourth-order Magnus steps."""
    b1, g1 = coefficients(r_g1, E, lam, a)
    b2, g2 = coefficients(r_g2, E, lam, a)
    q = math.sqrt(3) * h * h / 12
    o11 = h + q * (b2 * g1 - g2 * b1)
    o12 = h * (b1 + b2) / 2 + 2 * q * (b1 - b2)
    o21 = h * (g1 + g2) / 2 + 2 * q * (g2 - g1)
    w = np.sqrt((o11**2 + o12 * o21).astype(complex))
    ch, sh = np.cosh(w).real, (np.sinh(w) / w).real
    t11, t22 = (ch + sh * o11).tolist(), (ch - sh * o11).tolist()
    t12, t21 = (sh * o12).tolist(), (sh * o21).tolist()
    s = math.sqrt(1 + LL + 2 * lam - (Z / c) ** 2)
    M0, _ = mass_and_xi(r_mesh[0], E, a)
    p, v = 1e-8, 1e-8 * (s - 1) / (2 * c * M0 * r_mesh[0])
    P, Q = [p], [v]
    for m11, m12, m21, m22 in zip(t11, t12, t21, t22):
        p, v = m11 * p + m12 * v, m21 * p + m22 * v
        P.append(p)
        Q.append(v)
    return np.array(P), np.array(Q)


def outside(E):
    """k, M outside, and Q/P at R for the n_2 and j_2 waves."""
    M0 = 1 + E / (2 * c * c)
    k = math.sqrt(2 * E * M0)
    x = k * R
    n, dn = spherical_yn(2, x), spherical_yn(2, x, True)
    j, dj = spherical_jn(2, x), spherical_jn(2, x, True)
    f = k / (2 * c * M0)
    return k, M0, n, j, f * dn / n, f * dj / j


def mismatch(E, lam, a):
    P, Q = integrate(E, lam, a)
    return Q[-1] - outside(E)[4] * P[-1]


def node_count(P):
    return int(np.sum(P[1:-1] * P[:-2] < 0))


def calibrate():
    grid = np.linspace(0.10, 1.20, 67)
    vals = [mismatch(TARGET, 0.0, a) for a in grid]
    for i in range(len(grid) - 1):
        if vals[i] * vals[i + 1] < 0:
            a = brentq(lambda t: mismatch(TARGET, 0.0, t),
                       grid[i], grid[i + 1], xtol=1e-9)
            if node_count(integrate(TARGET, 0.0, a)[0]) == 2:
                return round(a, 3)
    raise RuntimeError("no two-node d resonance found")


A = calibrate()


def resonance(lam):
    return brentq(lambda E: mismatch(E, lam, A), E_LOW, E_HIGH, xtol=1e-13)


def analyse(lam):
    """Resonance energy, xi(lam) and related integrals."""
    E = resonance(lam)
    P, Q = integrate(E, lam, A)
    M, xi = mass_and_xi(r_mesh, E, A)
    dens = P**2 * (1 + LL / (2 * c * M * r_mesh) ** 2
                   + lam * xi / (M * c * c)) + Q**2
    inner = simpson(dens * r_mesh, x=x_mesh)
    so_int = simpson(xi * P**2 * r_mesh, x=x_mesh)
    so_m1 = simpson(xi * M**2 * P**2 * r_mesh, x=x_mesh)
    k, M0, n, _, Bn, _ = outside(E)
    x, y = k * R, Bn * 2 * c * M0 / k
    dL_dk = -y - x + LL / x - x * y * y
    dBn = (dL_dk * (1 + E / c**2) / k - k * y / (2 * c * c * M0)) / (2*c*M0)
    tail = c * P[-1] ** 2 * dBn
    norm = inner + tail
    width = P[-1] ** 2 / (M0 * k * R * R * n * n * norm)
    part = np.cumsum(xi * P**2 * r_mesh)
    radii = [float(np.interp(f, part / part[-1], r_mesh)) for f in (0.5, 0.9)]
    return dict(E=E, xi=so_int / norm, sphere=so_int / inner,
                m1=so_m1 / norm, tail=tail / norm, width=width,
                radii=radii, nodes=node_count(P))


def phase(E, lam):
    P, Q = integrate(E, lam, A)
    B = Q[-1] / P[-1]
    _, _, n, j, Bn, Bj = outside(E)
    return math.atan2(j * (B - Bj), n * (B - Bn))


def phase_slope(E, lam, step=2e-5):
    d = phase(E + step, lam) - phase(E - step, lam)
    return ((d + math.pi / 2) % math.pi - math.pi / 2) / (2 * step)


def steepest(res, lam):
    lo, hi = max(E_LOW, res["E"] - res["width"]), res["E"] + res["width"]
    out = minimize_scalar(lambda E: -phase_slope(E, lam, 1e-4),
                          bounds=(lo, hi), method="bounded",
                          options={"xatol": 1e-7})
    assert lo + 1e-4 < out.x < hi - 1e-4
    return out.x


def dirac_resonance(kappa):
    """Original two-component Dirac equations, adaptive integrator."""
    gam = math.sqrt(kappa**2 - (Z / c) ** 2)

    def defect(E):
        def rhs(t, y):
            r = math.exp(t)
            w = r * (E - potential(r, A)) / c
            return [-kappa * y[0] + (2 * c * r + w) * y[1],
                    kappa * y[1] - w * y[0]]
        start = [1e-3, 1e-3 * (gam + kappa) * c / Z]
        sol = solve_ivp(rhs, (x_mesh[0], x_mesh[-1]), start,
                        method="DOP853", rtol=1e-11, atol=1e-14)
        P, Q = sol.y[:, -1]
        k = math.sqrt(2 * E + (E / c) ** 2)
        lbar, sign = (1, 1) if kappa > 0 else (3, -1)
        P_out = spherical_yn(2, k * R)
        Q_out = sign * c * k / (E + 2 * c * c) * spherical_yn(lbar, k * R)
        return P * Q_out - Q * P_out
    return brentq(defect, E_LOW, E_HIGH, xtol=1e-11)


# one and only one resonance in the search window, for each channel
for lam in (-1.5, 0.0, 1.0):
    signs = np.sign([mismatch(E, lam, A)
                     for E in np.linspace(E_LOW, E_HIGH, 40)])
    assert np.sum(signs[1:] != signs[:-1]) == 1

d32, sr, d52 = analyse(-1.5), analyse(0.0), analyse(1.0)
assert d32["nodes"] == sr["nodes"] == d52["nodes"] == 2

# rewritten equations against the original Dirac equations
E32, E52 = dirac_resonance(2), dirac_resonance(-3)
assert abs(E32 - d32["E"]) < 1e-7 and abs(E52 - d52["E"]) < 1e-7
split = E52 - E32

# xi(lam) against finite differences of resonance energies
step = 0.01
for lam, res in ((-1.5, d32), (0.0, sr), (1.0, d52)):
    slope = (resonance(lam + step) - resonance(lam - step)) / (2 * step)
    assert abs(slope / res["xi"] - 1) < 5e-5
    if lam == 0.0:
        slope0 = slope

# exact splitting as an integral over the spin-orbit strength
nodes, weights = np.polynomial.legendre.leggauss(5)
coupling = sum(1.25 * w * analyse(-0.25 + 1.25 * t)["xi"]
               for t, w in zip(nodes, weights))
assert abs(coupling - split) < 1e-6


# remainder beyond (5/2) xi must vanish faster than linearly
def remainder(s):
    return resonance(s) - resonance(-1.5 * s) - 2.5 * s * sr["xi"]


assert abs(remainder(0.1)) < 0.35 * abs(remainder(0.2))

# width formula against the slope of the phase shift
for lam, res in ((-1.5, d32), (0.0, sr), (1.0, d52)):
    assert abs(phase_slope(res["E"], lam) * res["width"] / 2 - 1) < 1e-4

h2 = 0.05
eta = (resonance(h2) + resonance(-h2) - 2 * sr["E"]) / (2 * h2 * h2)
first = 2.5 * sr["xi"]
second = first - 1.25 * eta
mean_shift = 0.4 * E32 + 0.6 * E52 - sr["E"]
steep_split = steepest(d52, 1.0) - steepest(d32, -1.5)
k0 = outside(sr["E"])[0]

print(f"nuclear charge Z = {Z:.0f}")
print(f"sphere radius R = {R:.2f} bohr")
print(f"screening length a = {A:.3f} bohr")
print(f"speed of light c = {c:.4f} a.u.")
print(f"atomic potential at R, v(R) = {atom(R, A):.5f} hartree")
print(f"radial nodes of P inside R = {sr['nodes']}")
print(f"scalar-relativistic resonance E0 = {sr['E']:.6f} hartree")
print(f"k R at E0 = {k0 * R:.4f}")
print(f"Dirac d3/2 resonance = {E32:.6f} hartree = {E32 * EV:.4f} eV")
print(f"Dirac d5/2 resonance = {E52:.6f} hartree = {E52 * EV:.4f} eV")
print(f"Dirac splitting = {split:.6f} hartree = {split * EV:.4f} eV")
print(f"xi(0), resonance norm = {sr['xi']:.6f} hartree"
      f" = {sr['xi'] * EV:.4f} eV")
print(f"dE/dlam at 0, finite difference = {slope0:.6f} hartree")
print(f"(5/2) xi(0) = {first:.6f} hartree = {first * EV:.4f} eV")
print(f"splitting / [(5/2) xi(0)] = {split / first:.5f}")
print(f"splitting - (5/2) xi(0) = {split - first:.6f} hartree")
print(f"second-order coefficient eta = {eta:.6f} hartree")
print(f"(5/2) xi - (5/4) eta = {second:.6f} hartree")
print(f"integral of xi(lam) = {coupling:.6f} hartree")
print(f"shift of weighted mean from E0 = {mean_shift:.6f} hartree")
print(f"(3/2) eta = {1.5 * eta:.6f} hartree")
print("lam, xi(lam), sphere-normalised xi [hartree], N_out/(N_in+N_out):")
for lam, res in ((-1.5, d32), (0.0, sr), (1.0, d52)):
    print(f"  {lam:5.2f}  {res['xi']:.6f}  {res['sphere']:.6f}"
          f"  {res['tail']:.5f}")
print(f"(5/2) sphere-normalised xi(0) = {2.5*sr['sphere']:.6f} hartree")
print(f"xi(0) with M = 1 in xi(r) = {sr['m1']:.6f} hartree")
print(f"half of xi(0) comes from r < {sr['radii'][0]:.4f} bohr")
print(f"90 percent of xi(0) comes from r < {sr['radii'][1]:.4f} bohr")
print(f"width d3/2 = {d32['width']:.6f} hartree")
print(f"width d5/2 = {d52['width']:.6f} hartree")
print(f"splitting / mean width = "
      f"{2 * split / (d32['width'] + d52['width']):.3f}")
print(f"splitting of steepest-phase energies = {steep_split:.6f} hartree")
print(f"remainder, spin-orbit scaled by 0.2 = {remainder(0.2):.3e} hartree")
print(f"remainder, spin-orbit scaled by 0.1 = {remainder(0.1):.3e} hartree")
print("OK")
```

It prints:

```
nuclear charge Z = 80
sphere radius R = 2.50 bohr
screening length a = 0.348 bohr
speed of light c = 137.0360 a.u.
atomic potential at R, v(R) = -0.87181 hartree
radial nodes of P inside R = 2
scalar-relativistic resonance E0 = 0.197573 hartree
k R at E0 = 1.5715
Dirac d3/2 resonance = 0.167996 hartree = 4.5714 eV
Dirac d5/2 resonance = 0.216127 hartree = 5.8811 eV
Dirac splitting = 0.048132 hartree = 1.3097 eV
xi(0), resonance norm = 0.018977 hartree = 0.5164 eV
dE/dlam at 0, finite difference = 0.018977 hartree
(5/2) xi(0) = 0.047443 hartree = 1.2910 eV
splitting / [(5/2) xi(0)] = 1.01451
splitting - (5/2) xi(0) = 0.000688 hartree
second-order coefficient eta = -0.000449 hartree
(5/2) xi - (5/4) eta = 0.048005 hartree
integral of xi(lam) = 0.048132 hartree
shift of weighted mean from E0 = -0.000699 hartree
(3/2) eta = -0.000674 hartree
lam, xi(lam), sphere-normalised xi [hartree], N_out/(N_in+N_out):
  -1.50  0.020533  0.023947  0.14255
   0.00  0.018977  0.021670  0.12424
   1.00  0.018155  0.020390  0.10960
(5/2) sphere-normalised xi(0) = 0.054174 hartree
xi(0) with M = 1 in xi(r) = 0.020159 hartree
half of xi(0) comes from r < 0.0649 bohr
90 percent of xi(0) comes from r < 0.1207 bohr
width d3/2 = 0.029681 hartree
width d5/2 = 0.054307 hartree
splitting / mean width = 1.146
splitting of steepest-phase energies = 0.044174 hartree
remainder, spin-orbit scaled by 0.2 = 2.343e-05 hartree
remainder, spin-orbit scaled by 0.1 = 5.735e-06 hartree
OK
```
